# The Shockley–Ramo Theorem and the Role of Fixed Space Charge

## The form of the answer

Electrostatics in a linear medium is linear in the charges and in the applied voltages. If a charge $q$ sits at $\mathbf r$ between conductors held at fixed potentials, the part of the charge on electrode $k$ caused by $q$ must therefore be

$$
-q\,f_k(\mathbf r),
$$

where $f_k$ is dimensionless. By superposition, $f_k$ cannot depend on the voltages or on other charges that stay in place. It depends on the position, the shape of the electrodes and the distribution of permittivity. When the charge moves with velocity $\mathbf v$, the chain rule gives the current

$$
i_k=-q\,\mathbf v\cdot\nabla f_k .
$$

The form is thus charge times velocity times an inverse length. What remains is to identify $f_k$. Green's reciprocity shows that it is the solution of an electrostatic problem containing no space charge.

## Assumptions and theorem

Perfect conductors, numbered $k=1,\dots,N$, bound a region filled with a lossless linear dielectric of time-independent permittivity $\varepsilon(\mathbf r)>0$. The region is closed by the conductors. It may instead extend to infinity if the conductors and charges are bounded, the medium is uniform far away, and potentials are measured from infinity. Motion is slow enough for the fields to be quasi-static. The electrode potentials $V_k$ are constant. The region contains a fixed charge density $\rho_0(\mathbf r)$ and one moving charge $q$ at $\mathbf r(t)$. SI-based units are used.

The *weighting potential* $\phi_k$ of electrode $k$ is defined by

$$
\nabla\cdot(\varepsilon\nabla\phi_k)=0,\qquad
\phi_k=\begin{cases}1&\text{on electrode }k,\\0&\text{on all others.}\end{cases}
$$

The *weighting field* is $\mathbf E_k=-\nabla\phi_k$, an inverse length. A current $i_k$ is positive when it enters electrode $k$ through its wire.

**Theorem (Shockley–Ramo).** Under these assumptions,

$$
\boxed{\,i_k=q\,\mathbf v\cdot\mathbf E_k(\mathbf r)\,}
$$

The fixed charge and the bias can influence this current through the motion $\mathbf r(t)$, but they do not enter $\mathbf E_k$.

## Green's reciprocity

**Lemma 1.** Let $(\rho,\phi,V_j,Q_j)$ and $(\rho',\phi',V'_j,Q'_j)$ be two electrostatic states of the same conductors and dielectric, where $Q_j$ is the charge on the surface of conductor $j$ facing the region. Then

$$
\int\rho\,\phi'\,d^3r+\sum_jQ_jV'_j
=\int\rho'\phi\,d^3r+\sum_jQ'_jV_j .
$$

*Proof.* Both states obey $\nabla\cdot(\varepsilon\nabla\phi)=-\rho$. The product rule gives

$$
\nabla\cdot(\phi'\varepsilon\nabla\phi-\phi\,\varepsilon\nabla\phi')
=\phi'\nabla\cdot(\varepsilon\nabla\phi)-\phi\,\nabla\cdot(\varepsilon\nabla\phi')
=-\rho\phi'+\rho'\phi,
$$

because the two terms $\pm\varepsilon\nabla\phi\cdot\nabla\phi'$ cancel. Integrate over the region and use the divergence theorem. Let $\boldsymbol\nu$ be the normal leaving the region, which points into the conductors. Gauss's law at conductor $j$ uses the opposite normal and the displacement $-\varepsilon\nabla\phi$, so the two minus signs combine to

$$
Q_j=\oint_j\varepsilon\nabla\phi\cdot\boldsymbol\nu\,dS .
$$

The potentials are constant on each conductor and leave the surface integrals:

$$
\sum_j(V'_jQ_j-V_jQ'_j)=-\int\rho\phi'\,d^3r+\int\rho'\phi\,d^3r .
$$

Rearrangement gives the lemma.

Three points complete the proof. At a dielectric interface the potentials and the normal displacement are continuous, so the contributions of the two sides cancel; free charge on an interface is counted as part of $\rho$. In an open region, potentials fall as $1/R$ and gradients as $1/R^2$, so the integral over a distant sphere of area $4\pi R^2$ falls as $1/R$.

Finally, suppose the first state contains a point charge $q$ at $\mathbf r$ and the second has no charge there. Remove a ball of radius $\delta$ around $\mathbf r$. On its surface $\boldsymbol\nu$ points towards the charge, and Gauss's law gives $\oint\varepsilon\nabla\phi\cdot\boldsymbol\nu\,dS\to q$. The surface term with $\phi'$ therefore tends to $q\phi'(\mathbf r)$. The other term contains $\phi=O(1/\delta)$ on an area $O(\delta^2)$ and vanishes. This is the result of putting a point charge into $\int\rho\phi'\,d^3r$. $\square$

## The charge on an electrode

**Lemma 2.** Let $C_{jk}$ be the charge on electrode $j$ per unit potential on electrode $k$, with the others at zero and no space charge. Then

$$
Q_k=\sum_jC_{kj}V_j-\int\rho_0\phi_k\,d^3r-q\,\phi_k(\mathbf r).
$$

*Proof.* The unprimed state is the real device. For the primed state take unit potential on electrode $k$ and no space charge: $\rho'=0$, $V'_j=\delta_{jk}$ and $\phi'=\phi_k$. By linearity, a potential of one volt is replaced by the dimensionless number one, and $Q'_j$ by $C_{jk}$. Lemma 1 becomes

$$
\int\rho_0\phi_k\,d^3r+q\phi_k(\mathbf r)+Q_k=\sum_jC_{jk}V_j .
$$

Applied to two weighting states, which have no space charge, Lemma 1 gives $C_{jk}=C_{kj}$. Solving for $Q_k$ completes the proof. $\square$

The function in the opening argument is now identified: $f_k=\phi_k$. A positive carrier induces a negative charge, and the magnitude grows to $q$ as the carrier approaches electrode $k$.

**Proof of the theorem.** While the carrier is in the gap, charge reaches electrode $k$ through its wire, so $i_k=dQ_k/dt$. The first two terms of Lemma 2 are constant. Hence

$$
i_k=-q\frac{d}{dt}\phi_k(\mathbf r(t))
=-q\,\mathbf v\cdot\nabla\phi_k
=q\,\mathbf v\cdot\mathbf E_k .\qquad\square
$$

**Arrival.** Just before contact with electrode $k$, the carrier-dependent part of $Q_k$ is $-q$. On entry, the carrier neutralizes that charge. The result is the value of Lemma 2 with no carrier in the gap, so no additional pulse is needed in the wire.

**Extensions.** Several moving charges contribute a sum, by linearity. If the biases vary, the first term of Lemma 2 adds $\sum_jC_{kj}\,dV_j/dt$. If the electrodes close the region, $\sum_k\phi_k=1$. To see this, let $u=\sum_k\phi_k-1$, which vanishes on the boundary and obeys $\nabla\cdot(\varepsilon\nabla u)=0$. Multiplying by $u$ and integrating by parts gives $\int\varepsilon|\nabla u|^2d^3r=0$, so $u$ is constant and hence zero. The wire currents then sum to zero.

At an interface where $\varepsilon$ jumps, the normal component of $\mathbf E_k$ jumps too, unless it vanishes there. A carrier crossing it at continuous velocity can therefore produce a step in the current.

## What fixed charge changes

Apart from the carrier's own contribution, the real potential is

$$
\phi_V+\phi_0,\qquad \phi_V=\sum_jV_j\phi_j,
$$

where $\nabla\cdot(\varepsilon\nabla\phi_0)=-\rho_0$ and $\phi_0=0$ on every electrode. The field $-\nabla\phi_0$ pushes the carrier and changes $\mathbf v$. The weighting field answers another question: how much does $Q_k$ change when the carrier is displaced? Fixed charge contributes the same amount to $Q_k$ before and after the displacement, and the difference removes it.

Integrating the current along a path gives

$$
\int i_k\,dt=-q\left[\phi_k(\mathbf r_{\rm end})-\phi_k(\mathbf r_{\rm start})\right].
$$

Fixed charge can alter the duration and shape of a pulse. It leaves the time integral unchanged if the end points are the same.

**Proposition (energy).** The power delivered by the batteries is $\sum_kV_ki_k=q\mathbf v\cdot(-\nabla\phi_V)$. In general it differs from the work rate of the real field, and the difference changes the stored field energy.

*Proof.* The first statement follows by inserting the theorem. For the second, let the medium be uniform near the carrier and let $q\,g(\mathbf r)$ be the potential at the carrier due to its own induced charges when all electrodes are grounded. Omitting the constant self-energy, the stored energy is half the sum of charge times potential. Its carrier-dependent parts are

$$
\underbrace{\tfrac12q\phi_0}_{\text{fixed charge}}
+\underbrace{\tfrac12q(\phi_V+\phi_0+qg)}_{\text{carrier}}
-\underbrace{\tfrac12q\phi_V}_{\text{electrodes}}
=q\phi_0+\tfrac12q^2g .
$$

The first term uses Lemma 1 for carrier and fixed charge with grounded electrodes; the last uses Lemma 2. Thus

$$
\frac{dU}{dt}=q\mathbf v\cdot\nabla\phi_0+\tfrac12q^2\mathbf v\cdot\nabla g .
$$

The force from the induced charges is $-\frac12q^2\nabla g$. The half arises because $g$ is a symmetric two-point function at equal arguments, while the force differentiates the field point alone. The work rate on the carrier is therefore $-q\mathbf v\cdot\nabla(\phi_V+\phi_0+\frac12qg)$. Adding $dU/dt$ leaves $-q\mathbf v\cdot\nabla\phi_V$, the battery power. $\square$

It would thus be wrong in general to find the current by equating battery power to the work of the real field. Without fixed charge the two still differ by $\frac12q^2\mathbf v\cdot\nabla g$, the contribution of the carrier's own induced charges; they agree if that contribution is neglected. With fixed charge a difference generally remains even then; it vanishes only where $\mathbf v\cdot\nabla\phi_0=0$.

## A strip electrode

Consider a uniform slab $0<y<d$. A strip $|x|<a$ on the plane $y=0$, infinite along $z$, is the signal electrode. The rest of that plane and the back plane $y=d$ have zero weighting potential.

**Proposition (strip).** The weighting potential is

$$
\phi_w=\frac{A(x+a)-A(x-a)}{\pi},\qquad
A(s)=\arctan\!\left[\cot\frac{\pi y}{2d}\,\tanh\frac{\pi s}{2d}\right].
$$

*Proof.* Put $u=\pi s/d$, $\theta=\pi y/d$ and $w=(u+i\theta)/2$. Since

$$
\sinh w=\sinh\frac u2\cos\frac\theta2+i\cosh\frac u2\sin\frac\theta2 ,
$$

its argument is $\pi/2-A$. Hence $A=\pi/2-\operatorname{Im}\ln\sinh w$, which is harmonic inside the slab. At $y=d$ the cotangent vanishes and $A=0$. As $y\to0^+$ it diverges and $A\to(\pi/2)\operatorname{sgn}s$. The difference divided by $\pi$ is therefore one on the strip and zero on the rest of the plane. Far to either side the two terms cancel. $\square$

For the field, use $d(\ln\sinh w)/dw=\coth w$ and

$$
\coth w=\frac{\cosh w\,\sinh\bar w}{|\sinh w|^2}
=\frac{\sinh u-i\sin\theta}{\cosh u-\cos\theta}.
$$

Since $\partial w/\partial y=i\pi/(2d)$ and $\partial w/\partial s=\pi/(2d)$,

$$
\frac{\partial A}{\partial y}=-\frac{\pi}{2d}\operatorname{Re}\coth w,\qquad
\frac{\partial A}{\partial s}=-\frac{\pi}{2d}\operatorname{Im}\coth w .
$$

With $S(s)=\sinh u/(\cosh u-\cos\theta)$ and $K(s)=\sin\theta/(\cosh u-\cos\theta)$,

$$
E_{w,y}=\frac{S(x+a)-S(x-a)}{2d},\qquad
E_{w,x}=-\frac{K(x+a)-K(x-a)}{2d}.
$$

Above the strip centre, $S$ being odd in $s$,

$$
E_{w,y}(0,y)=\frac1d\,
\frac{\sinh(\pi a/d)}{\cosh(\pi a/d)-\cos(\pi y/d)} .
$$

The denominator decreases as the carrier approaches the strip, so the weighting field rises. For $a\gg d$ the expression tends to $1/d$, the result for parallel plates.

The strip is infinite along $z$, so a uniform fixed charge would induce an infinite total charge on it. The charge per unit length is finite: $\int\phi_w\,dx=2a(1-y/d)$, so it equals $-\rho_0ad$. The theorem then applies to the charge change caused by the carrier, whose field decays sideways.

## Worked example with and without fixed charge

Take $d=100\ \mu$m, $a=25\ \mu$m, strips at 0 V and the back plane at $V=10$ V. The neighbouring strip is centred at a distance of $50\ \mu$m. The model has relative permittivity 12, a constant mobility $\mu=0.05\ \mathrm{m^2/(V\,s)}=50\ \mathrm{\mu m^2/(V\,ns)}$, and either no fixed charge or a uniform donor density of $10^{18}\ \mathrm{m^{-3}}$. A carrier of charge $+e$ drifts from the back plane to the centre of a strip. Its image self-force, diffusion and velocity saturation are left out.

Integrating $\phi''=-\rho_0/\varepsilon$ twice with $\phi(0)=0$ and $\phi(d)=V$ gives

$$
\phi=\frac{Vy}{d}+\frac{\rho_0}{2\varepsilon}y(d-y),\qquad
|v|=\mu\left[\frac Vd+\frac{\rho_0}{\varepsilon}\left(\frac d2-y\right)\right].
$$

The field points towards the strips throughout the slab if $V>V_d=\rho_0d^2/(2\varepsilon)=7.54$ V, so the slab is fully depleted. At the back plane the speed is $50\times(10-7.54)/100=1.23\ \mu$m/ns, against $5.00\ \mu$m/ns without fixed charge.

At $y=25\ \mu$m the weighting field is $14.07\ \mathrm{mm^{-1}}$ in both cases, while the speeds are 6.885 and $5.000\ \mu$m/ns. Since $v_y=-|v|$,

$$
i=-(1.602\times10^{-19}\,\mathrm C)(6885\,\mathrm{m/s})(1.407\times10^4\,\mathrm{m^{-1}})
=-15.5\ \mathrm{pA}
$$

with fixed charge, and $-11.3$ pA without it. The ratio of currents, $15.52/11.27=1.377$, equals the ratio of speeds, $6.885/5.000=1.377$. The minus sign means that current leaves the strip through its wire.

The transit time follows from $dt=-dy/|v|$:

$$
T=\int_0^d\frac{dy}{|v|}
=\frac{d^2}{2\mu V_d}\ln\frac{V+V_d}{V-V_d}=26.1\ \mathrm{ns}.
$$

As $V_d\to0$ the logarithm tends to $2V_d/V$, and $T\to d^2/(\mu V)=20.0$ ns. As $V\to V_d^+$, the field at the back plane vanishes and $T$ diverges in this drift model.

In both cases the time-integrated strip current is $-e$, because $\phi_w$ goes from zero to one. For the neighbour, $\phi_w$ starts and ends at zero, so its integrated current is zero. Its current reverses: with fixed charge it is $-1.31$ pA at $y=50\ \mu$m and $+1.51$ pA at $25\ \mu$m.

The energy balance is visible too. The back plane has weighting potential $y/d$, so the battery supplies $eV|v|/d$. At the back plane this is $0.123$ eV/ns, but the real field does work on the carrier at only $0.030$ eV/ns; the rest raises the stored energy. At $y=1\ \mu$m the order is reversed, with $0.869$ eV/ns supplied and $1.512$ eV/ns of work. At mid-depth the field of the fixed charge vanishes and the two rates agree.

As an independent test of the charge formula, the surface charge of a three-dimensional image series was integrated over the strip. For a carrier at $y=50\ \mu$m above the strip centre it gives $-0.2277\,q$, in agreement with $\phi_w=0.2277$. A separate coaxial calculation tests the charge and current formulas with non-uniform permittivity, bias and fixed charge together; its values are in the numerical output.

## When the space charge responds

The word *fixed* is essential. In a partly depleted slab the donors stay in place, but the edge of the depleted region can move.

**Proposition (partial depletion).** Let electrode 0 be the plane $y=0$. Let donors of density $\rho_0$ be uncovered for $0<y<W$, while $W<y<d$ is a neutral conductor that relaxes instantly and has the potential $V$ of the back plane. A charge sheet of density $\sigma$ per area at $s<W$ gives the current density

$$
I=\frac{\sigma\dot s}{W}
$$

into electrode 0, instead of $\sigma\dot s/d$.

*Proof.* The field vanishes at $W$. Gauss's law gives, for $y<W$,

$$
E(y)=-\frac1\varepsilon\left[\rho_0(W-y)+\sigma\,\Theta(s-y)\right],
$$

where $\Theta$ is the unit step. Integration from 0 to $W$ yields $\varepsilon V=\rho_0W^2/2+\sigma s$. At fixed $V$, differentiation gives $\rho_0W\dot W=-\sigma\dot s$. The charge density on electrode 0 is $\varepsilon E(0)=-(\rho_0W+\sigma)$, so

$$
I=-\rho_0\dot W=\frac{\sigma\dot s}{W}.\qquad\square
$$

This does not contradict the theorem. The majority carriers in the neutral region also move, and they can be counted explicitly with the original weighting field $1/d$. The field there is zero, so the whole current density $I$ is carried by them over the length $d-W$:

$$
I=\frac{\sigma\dot s}{d}+I\,\frac{d-W}{d}
\quad\Longrightarrow\quad
I\frac Wd=\frac{\sigma\dot s}{d}
\quad\Longrightarrow\quad
I=\frac{\sigma\dot s}{W}.
$$

One may therefore count every moving charge with the original field, or absorb the fast response into an effective electrode at $W$. Using $1/d$ for the sheet alone omits part of the current.

Take the same slab with a total potential difference of 3 V and a vanishingly small sheet charge. In a real junction this total is the applied reverse bias plus the built-in potential. Then $W=d\sqrt{3/7.54}=63.1\ \mu$m. If the neutral region responded instantly, the effective weighting field of the whole plane $y=0$, taken as one electrode, would be larger than the original by the factor $d/W=1.59$. For a single strip, $d$ is replaced by $W$ in the strip formula, and the factor depends on position: at $y=25\ \mu$m above the strip centre it is 1.15.

The neutral region of this slab does not in general respond instantly on the time scale of the drifting carrier. A positive carrier in the depleted region drifts away from the edge with the speed $\mu\rho_0(W-y)/\varepsilon$, so its distance from the edge grows by a factor $e$ in the time $\varepsilon/(\mu\rho_0)=13.3$ ns. The dielectric relaxation time of the neutral region is $\varepsilon/(\mu_{\rm m}\rho_0)$, where $\mu_{\rm m}$ is the mobility of the majority carriers. At fixed voltage the edge follows more slowly than this. If the whole edge is displaced uniformly by a small $\delta W$ from equilibrium, the voltage condition requires a field $\rho_0W\,\delta W/(\varepsilon d)$ in the neutral region. The majority carriers drift in this field and move the edge back with the response time $(d/W)\,\varepsilon/(\mu_{\rm m}\rho_0)$. Its ratio to the time of the drifting carrier is $(d/W)\,\mu/\mu_{\rm m}$. This time belongs to a laterally uniform shift, which is what the whole plane $y=0$ registers as one electrode. A displacement confined to a lateral scale much smaller than $W$ and $d-W$ relaxes in about twice the dielectric relaxation time, and a single strip sees a mixture of such times. At fixed voltage and constant mobilities, a higher doping reduces $W$ and so increases the ratio; once the peak field $2V/W$ is high enough to saturate the drift velocity, the ratio levels off. When the mobilities are similar, neither an instant response nor a frozen edge is justified, and the motion of the majority carriers must be followed in time.

## Values computed for the example and the checks

```
Slab thickness: 100 um; strip width: 50 um
Back-plane bias: 10.0 V; strips: 0 V
Fixed donor density: 1.0e+18 m^-3
Relative permittivity: 12.0
Mobility: 0.050 m^2/(V s)
Full-depletion voltage: 7.5396 V
Image test, largest charge error: 1.9e-07 q
Image test, largest error of d*E_w: 5.2e-07
Image charge at x=0, y=50 um: -0.227666 q
Weighting potential there: 0.227666
Coaxial test (dimensionless), direct / formula:
  inner charge: 16.195841 / 16.195841
  inner current: 0.264157 / 0.264158
Carrier above strip centre; F = fixed charge, N = none
y(um) phi_w  E_w(1/mm) vF(um/ns) vN(um/ns) iF(pA) iN(pA)
  100 0.0000    3.7368    1.2302    5.0000  -0.7365  -2.9935
   75 0.0978    4.2756    3.1151    5.0000  -2.1339  -3.4251
   50 0.2277    6.5579    5.0000    5.0000  -5.2535  -5.2535
   25 0.4673   14.0675    6.8849    5.0000 -15.5176 -11.2693
    1 0.9733   26.7199    8.6944    5.0000 -37.2208 -21.4050
Neighbour currents, with fixed charge / without:
  y=100 um: -0.4466 / -1.8151 pA
  y=75 um: -1.0967 / -1.7602 pA
  y=50 um: -1.3074 / -1.3074 pA
  y=25 um: 1.5117 / 1.0978 pA
  y=1 um: 10.1878 / 5.8588 pA
Transit time with fixed charge: 26.0510 ns
Transit time without fixed charge: 20.0000 ns
Collected charge, strip / neighbour:
  with fixed charge: -1.000000 / 0.000000 e
  without fixed charge: -1.000000 / 0.000000 e
Power with fixed charge, battery / work on carrier:
  y=100 um: 0.1230 / 0.0303 eV/ns
  y=50 um: 0.5000 / 0.5000 eV/ns
  y=1 um: 0.8694 / 1.5119 eV/ns
Partial depletion at 3.0 V: W = 63.0791 um
Effective / original weighting field: 1.5853
```
